# Counting the Occupied Subbands of a Thin Copper Film

## Problem

Treat a copper film as a gas of independent electrons confined between two flat, infinitely high walls a distance \(d=50\) Å apart. The electrons have one isotropic mass, the potential between the walls is constant, and the temperature is zero. The Fermi wavevector is \(k_F=1.36\) per Å. It fixes the Fermi energy, measured from the constant potential inside the film.

Motion across the film is quantized, while motion along it is free. All states with the same standing wave across the film form a **subband**. A subband is occupied if some of its states lie below the Fermi energy, and the two spin directions are not counted as separate subbands.

Show that 21 subbands are occupied.

The algebra uses atomic units, in which \(\hbar\) and the free-electron mass are 1. Numerical values are in eV and Å.

## Hints

1. Write the wavefunction as a plane wave along the film times a function of the coordinate \(z\) across it. What do the walls demand of that function?
2. Check whether the standing-wave number can be zero or negative before you start counting.
3. Which state of a given subband has the lowest energy? The subband is occupied if that state lies below the Fermi energy.
4. Compare wavevectors rather than energies. The electron mass then drops out.

## Solution

**Separating the motion.** Let the walls stand at \(z=0\) and \(z=d\), and let the electron mass be \(m\) in units of the free-electron mass. Between the walls the Schrödinger equation is

\[
-\frac{1}{2m}\nabla^2\psi=E\psi .
\]

Nothing depends on the position \(\mathbf r_\parallel\) along the film, so we may take \(\psi=e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\varphi(z)\). The in-plane derivatives give \(-k_\parallel^2\), and what remains is

\[
-\frac{1}{2m}\varphi''=\varepsilon\,\varphi,\qquad \varepsilon=E-\frac{k_\parallel^2}{2m}.
\]

An infinite wall forces the wavefunction to vanish there, so \(\varphi(0)=\varphi(d)=0\).

**Finding the allowed standing waves.** The sign of \(\varepsilon\) distinguishes three cases.

- For \(\varepsilon<0\), the solution that vanishes at \(z=0\) is \(A\sinh\kappa z\) with \(\kappa>0\). It is nonzero at \(z=d\) unless \(A=0\), so there is no state.
- For \(\varepsilon=0\), the solution is \(Az\), which fails at \(z=d\) for the same reason.
- For \(\varepsilon>0\), set \(\varepsilon=q^2/(2m)\) with \(q>0\). The general solution is \(A\sin qz+B\cos qz\). The wall at \(z=0\) gives \(B=0\), and the wall at \(z=d\) gives \(\sin qd=0\).

Hence \(qd=n\pi\) with \(n=1,2,3,\dots\). The value \(n=0\) is the excluded case \(\varepsilon=0\). A negative \(n\) changes only the sign of the sine, which is the same physical state. Since \(\sin^2(n\pi z/d)\) integrates to \(d/2\) over the film, the normalized functions and their energies are

\[
\varphi_n(z)=\sqrt{\frac{2}{d}}\,\sin\frac{n\pi z}{d},\qquad
E_n=\frac{1}{2m}\left(\frac{n\pi}{d}\right)^2 .
\]

**Deciding which subbands are occupied.** An electron in subband \(n\) has energy

\[
E=E_n+\frac{k_\parallel^2}{2m}.
\]

The second term is never negative, so the bottom of the subband is \(E_n\), reached at \(k_\parallel=0\). At zero temperature the states below \(E_F=k_F^2/(2m)\) are filled. Subband \(n\) therefore contains electrons if \(E_n<E_F\), that is, if

\[
\frac{1}{2m}\left(\frac{n\pi}{d}\right)^2<\frac{k_F^2}{2m}.
\]

The mass cancels. Both sides are squares of positive numbers, so the square root keeps the inequality:

\[
n<X,\qquad X=\frac{k_Fd}{\pi}.
\]

The number \(M\) of occupied subbands is the number of positive integers below \(X\). If \(X\) is not an integer, \(M\) is the integer part of \(X\). If \(X\) is an integer, the subband \(n=X\) just touches the Fermi level and holds no electrons, so \(M=X-1\).

In wavevector space, the filled states lie inside a sphere of radius \(k_F\), on the planes \(k_z=n\pi/d\). We are counting the planes with positive \(k_z\) that cut the sphere.

**Inserting the numbers.**

\[
X=\frac{1.36\times 50}{\pi}=21.645 .
\]

Since \(21<21.645<22\), the occupied subbands are \(n=1,\dots,21\), which is the required result.

**Checking the energies.** The count did not need the mass, but energies do. With the free-electron mass, \(m=1\), the Fermi energy is \(E_F=7.047\) eV (0.2590 hartree). Dividing \(E_n\) by \(E_F\) gives \(E_n=E_F(n/X)^2\), so

\[
E_{21}=7.047\left(\frac{21}{21.645}\right)^2=6.633\ \text{eV},\qquad
E_{22}=7.047\left(\frac{22}{21.645}\right)^2=7.280\ \text{eV}.
\]

Level 21 lies 0.414 eV below the Fermi energy and level 22 lies 0.233 eV above it. A diagonalization of the box Hamiltonian on a grid, listed in the numerical output, also finds 21 levels below \(E_F\).

The occupied subbands do not hold equal numbers of electrons. The filled states of subband \(n\) form a disc in the plane of \(\mathbf k_\parallel\), with squared radius \(2(E_F-E_n)\) for \(m=1\). Its area is proportional to \(E_F-E_n\). This difference is 7.032 eV for the first subband and 0.414 eV for the last, so the first holds about 17 times as many electrons.

**How firm is the count?** At fixed \(k_F\), there are 21 occupied subbands as long as \(21<X\le22\), or

\[
\frac{21\pi}{k_F}<d\le\frac{22\pi}{k_F},\qquad\text{that is,}\qquad 48.51\ \text{Å}<d\le50.82\ \text{Å}.
\]

Each additional \(\pi/k_F=2.310\) Å of thickness opens one more subband. This length is half the Fermi wavelength \(2\pi/k_F\): one more half-wave then fits between the walls.

**What the number means for surface scattering.** With flat walls, an electron keeps its \(n\) and its \(\mathbf k_\parallel\), because the motions along and across the film are independent. A rough wall makes the thickness depend on \(\mathbf r_\parallel\), the separation fails, and the subbands can mix. If the roughness is static, scattering conserves energy. An electron at the Fermi energy can then end up in any subband with \(E_n<E_F\), provided the roughness couples the two states. Here 21 subbands are available, including the one it started in.

**Limits of the model.** Copper enters only through \(k_F\). The crystal potential, the d electrons and the true shape of the Fermi surface are left out. Real barriers are also finite. Lowering the potential outside the film lowers the box levels, and level 22 needs to fall by only 0.233 eV to become occupied. With a rectangular step 4.5 eV above the Fermi level, about the size of a copper work function, level 22 of the same 50 Å well lies 0.135 eV below \(E_F\) and the count is 22. The count of 21 is therefore a property of the infinite box and need not hold for a real copper film. A real film also grows by whole atomic layers, 2.09 Å apart along [111] and 1.81 Å apart along [100], so its thickness cannot be varied continuously as \(d\) is here. At nonzero temperature, subbands above the Fermi level hold some electrons too, and the sharp count refers to level positions rather than to strict emptiness.

One assumption deserves a closer look. We held the Fermi level fixed while confining the electrons. For \(d<\pi/k_F\) this would leave no occupied subband at all, which cannot describe a neutral metal film. The variations fix the number of electrons instead.

## Variation 1: fixed electron density

*Let \(k_F=1.36\) per Å describe bulk copper, and let the film contain the bulk electron density averaged over the wall separation \(d=50\) Å. Where is the Fermi level now, and how many subbands are occupied?*

**Electrons in one subband.** Take \(m=1\). For a large film area \(S\) with periodic boundary conditions, there are \(S/(2\pi)^2\) in-plane states per unit area of wavevector space. A disc of radius \(p\), with two spins, therefore holds

\[
2\cdot\frac{\pi p^2}{(2\pi)^2}=\frac{p^2}{2\pi}
\]

electrons per unit film area. Let \(k'\) be the new Fermi wavevector of the film and write \(k'=\pi x/d\). In subband \(n\), \(p^2=k'^2-(n\pi/d)^2=(\pi/d)^2(x^2-n^2)\).

**Balance of electrons.** The bulk density is that of a filled sphere with two spins:

\[
2\cdot\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},
\]

here 0.08496 per cubic Å. Multiplying by \(d\) gives the electrons per film area, so

\[
\frac{\pi}{2d^2}\sum_{n=1}^{M}(x^2-n^2)=\frac{k_F^3d}{3\pi^2}.
\]

Multiply by \(2d^2/\pi\) and use \(X=k_Fd/\pi\) on the right:

\[
Mx^2-\frac{M(M+1)(2M+1)}{6}=\frac{2X^3}{3},\qquad M<x\le M+1 .
\]

The fraction on the left is the sum of the first \(M\) squares. It equals 1 for \(M=1\), and raising the upper limit from \(M-1\) to \(M\) adds \(M[(M+1)(2M+1)-(M-1)(2M-1)]/6=M^2\), as it must.

**Solution.** Try \(M=21\). The sum of squares is 3311 and the right side is 6760.6, so

\[
x^2=\frac{6760.6+3311}{21}=479.6,\qquad x=21.900 .
\]

This lies between 21 and 22, so the trial is consistent. It is also the only solution, because the electron number rises continuously with \(x\) once \(x>1\). The count is still 21.

The Fermi energy becomes \(7.047\,(21.900/21.645)^2=7.214\) eV, a rise of 0.167 eV. Level 22 is now only 0.066 eV above it.

**Why the Fermi level rises.** Put \(M=X-f\), with \(0\le f<1\), into the sum at the old Fermi level. The pieces are

\[
\begin{aligned}
MX^2&=X^3-fX^2,\\
\tfrac13M^3&=\tfrac13X^3-fX^2+f^2X-\tfrac13f^3,\\
\tfrac12M^2&=\tfrac12X^2-fX+\tfrac12f^2,\\
\tfrac16M&=\tfrac16X-\tfrac16f .
\end{aligned}
\]

Subtracting the last three from the first, we find that the terms \(fX^2\) cancel:

\[
\sum_{n=1}^{M}(X^2-n^2)=\frac{2X^3}{3}-\frac{X^2}{2}+X\left(f-f^2-\frac16\right)+\dots
\]

The omitted terms do not grow with \(X\). The first term is the bulk electron number. The second is a deficit: replacing the sum by an integral from zero would include half of an \(n=0\) term, and that state does not exist.

To restore the electrons, let \(x=X+\delta\). To leading order for large \(X\), the first term grows by \(2X^2\delta\), which must equal \(X^2/2\). Thus \(\delta=1/4\), and \(x\approx21.895\), close to the solved 21.900. The relative rise of the Fermi energy is about \(2\delta/X=1/(2X)\), so it fades as \(1/d\) in thick films.

**Margin.** Subband \(j\) opens when \(x=j\). Its own contribution is then zero, so we may set \(M=j\):

\[
j^3-\frac{j(j+1)(2j+1)}{6}
=\frac{j(4j^2-3j-1)}{6}
=\frac{j(j-1)(4j+1)}{6}=\frac{2X^3}{3}.
\]

Hence

\[
X^3=\frac{j(j-1)(4j+1)}{4}.
\]

For \(j=1\) this gives \(X=0\): the first subband is occupied at any thickness, as a fixed density requires. For \(j=22\) it gives \(X=21.743\). At the stated \(k_F\), subband 22 opens at \(d=50.23\) Å. At the stated thickness, it opens at \(k_F=1.3662\) per Å. A value of \(k_F\) that rounds to 1.36 is below 1.365, so this rounding cannot change the count, but a thickness error of a quarter of an ångström can.

## Variation 2: walls outside the metal

*Now let \(d=50\) Å be the thickness of the positive charge that neutralizes the electrons. Keep the same number of electrons per area as in Variation 1, but move the walls apart to a separation \(L\) that leaves the Fermi level at its bulk value, to leading order for a thick film. Find \(L-d\) and the number of occupied subbands.*

**Wall separation.** Each \(\varphi_n^2\) vanishes at the walls, so the electron density is depleted there. Extra width can make up for the missing electrons. At Fermi wavevector \(k_F\), the expansion above applies with \(X\) replaced by \(Y=k_FL/\pi\). Its first two terms give the electrons per area:

\[
\frac{\pi}{2L^2}\left(\frac{2Y^3}{3}-\frac{Y^2}{2}\right)
=\frac{k_F^3L}{3\pi^2}-\frac{k_F^2}{4\pi}.
\]

Set this equal to \(k_F^3d/(3\pi^2)\) and solve for the added width:

\[
L-d=\frac{k_F^2}{4\pi}\cdot\frac{3\pi^2}{k_F^3}=\frac{3\pi}{4k_F}=1.732\ \text{Å}.
\]

By symmetry, half of this lies on each side of the metal. To this order the added width does not depend on \(d\), as expected of a surface effect. The neglected term adds a small correction that varies with thickness: with the full sum over subbands, the Fermi level stays exactly at its bulk value for \(L-d=1.721\) Å when \(d=50\) Å.

**Count.** The wall separation is \(L=51.732\) Å, and

\[
Y=\frac{k_FL}{\pi}=X+\frac34=22.395 .
\]

There are now 22 occupied subbands. Solving for the Fermi level with the full sum over subbands gives 7.046 eV, against the bulk value of 7.047 eV. The neglected term explains the direction of this small drop: with \(f=0.395\), the bracket \(f-f^2-1/6\) is positive, so the box holds slightly more electrons at \(k_F\) than needed.

**Comparing the three conventions.** For a thick film, the number whose integer part gives the count is \(X\) at fixed Fermi level, about \(X+1/4\) at fixed density between walls \(d\) apart, and about \(X+3/4\) with the walls moved outward. The fractional part of \(X\) is 0.645 here. Adding \(1/4\) does not reach the next integer, but adding \(3/4\) does. The answer 21 therefore belongs to a film whose stated thickness is the distance between infinitely high walls. If the same 50 Å is the thickness of the positive charge and the walls stand outside it, at the separation \(L\) found above, the answer is 22.

## Calculated quantities

```
Fermi wavevector kF: 1.36 per angstrom
wall separation d: 50.0 angstrom
X = kF d/pi: 21.645
occupied subbands, floor(X): 21
occupied subbands, grid diagonalization: 21
Fermi energy: 7.047 eV
Fermi energy, converted: 0.2590 hartree
level 1: 0.0150 eV
level 21: 6.633 eV
level 22: 7.280 eV
Fermi energy minus level 21: 0.414 eV
level 22 minus Fermi energy: 0.233 eV
thickness per new subband pi/kF: 2.310 angstrom
window for 21, lower end: 48.51 angstrom
window for 21, upper end: 50.82 angstrom
Fixed electron density, walls d apart:
bulk density: 0.08496 per cubic angstrom
2 X^3/3: 6760.6
sum of n^2 for n = 1 to 21: 3311
x: 21.900
occupied subbands: 21
Fermi energy, closed form: 7.214 eV
Fermi energy, grid root search: 7.214 eV
rise of Fermi energy: 0.167 eV
level 22 minus Fermi energy: 0.066 eV
X at which subband 22 opens: 21.743
thickness at which it opens: 50.23 angstrom
kF at which it opens for given d: 1.3662 per angstrom
Walls moved outward, electrons of the 50 angstrom film:
added width 3 pi/(4 kF): 1.732 angstrom
wall separation: 51.732 angstrom
kF L/pi: 22.395
Fermi energy: 7.046 eV
occupied subbands: 22
```
